# Second-order Jahn–Teller curvature and the shapes of BH3, NH3 and PH3

Before optimising the geometry of a molecule XH$_3$, one must decide whether to impose a planar structure. The choice matters because the force gives no warning: its out-of-plane component vanishes in the plane by symmetry, so an optimiser that follows the force alone stays planar whether the planar form is a minimum or the top of an inversion barrier. The second derivative of the energy along the out-of-plane bend distinguishes the two cases. Written as a rigid term minus a relaxation sum, it also shows which excitations symmetry allows to contribute.

Let $\theta$ be the angle by which all three X–H bonds are raised above the plane through X, with the bond length $r$ held fixed. This is the umbrella motion. Let $H(\theta)$ be the matrix of the electronic Hamiltonian, nuclear repulsion included, in a real orthonormal basis that changes smoothly as the nuclei move. Atomic units are used, with $\theta$ in radians. At $\theta=0$ the eigenstates are $|0\rangle,|n\rangle$ with energies $E_0,E_n$. The ground state $|0\rangle$ is taken to be nondegenerate, so all gaps $\Delta_n=E_n-E_0$ are positive. Primes denote derivatives with respect to $\theta$ at $\theta=0$:

$$H(\theta)=H_0+\theta H'+\tfrac12\theta^2H''+\dots$$

Expand the ground state as $|\psi\rangle=|0\rangle+\theta|1\rangle+\theta^2|2\rangle+\dots$, where $|1\rangle$ and $|2\rangle$ here denote corrections, not excited states. Choose the normalisation $\langle0|\psi\rangle=1$, so that both corrections are orthogonal to $|0\rangle$. The terms of first order in $H|\psi\rangle=E|\psi\rangle$ are

$$H_0|1\rangle+H'|0\rangle=E_0|1\rangle+E'|0\rangle .$$

Projection on $\langle0|$ gives $E'=\langle0|H'|0\rangle$. Projection on $\langle n|$ removes the $E'$ term and gives the amplitude $a_n$ of state $n$ in $|1\rangle$:

$$\Delta_n a_n+c_n=0,\qquad c_n=\langle n|H'|0\rangle,\qquad a_n=-\frac{c_n}{\Delta_n}.$$

For the energy, project the full equation on $\langle0|$, so that $E(\theta)=\langle0|H(\theta)|\psi\rangle$. Its $\theta^2$ coefficient has three parts. The first, $\langle0|H_0|2\rangle=E_0\langle0|2\rangle$, is zero. The others are $\langle0|H'|1\rangle=\sum_n c_na_n$ and $\tfrac12\langle0|H''|0\rangle$. Since this coefficient is $\tfrac12E''(0)$, doubling it gives

$$K=E''(0)=\underbrace{\langle0|H''|0\rangle}_{K_{\rm rigid}}-\underbrace{2\sum_n\frac{c_n^2}{\Delta_n}}_{R}.$$

The rigid term is the curvature felt by a state whose coefficients in the moving basis are frozen at their planar values. The sum $R$ is the gain when they may adjust. To see why it is a gain, take the trial state $|0\rangle+\theta\sum_na_n|n\rangle$ with free amplitudes. When $E'=0$, its energy divided by its norm is, to second order,

$$E_0+\theta^2\Big[\tfrac12K_{\rm rigid}+\sum_n\big(2a_nc_n+\Delta_na_n^2\big)\Big].$$

The $E_na_n^2$ from the numerator and the $-E_0a_n^2$ from the norm have combined into $\Delta_na_n^2$. Each bracket under the sum is smallest at $a_n=-c_n/\Delta_n$, where it equals $-c_n^2/\Delta_n$. Relaxation therefore cannot raise the curvature of a ground state. For an excited reference state some gaps are negative, and the conclusion is no longer guaranteed once a lower state couples. For a degenerate state the derivation does not apply as written. Along a distortion of suitable symmetry a linear term may then survive, which is the first-order Jahn–Teller problem. Along the umbrella angle it cannot, because this bend is odd under reflection in the molecular plane and the components of a symmetry-degenerate level of the planar molecule share one parity under that reflection.

The planar form is thus unstable against this bend when $R>K_{\rm rigid}$. The two terms are not separately observable, however, because the basis may follow the nuclei in more than one way. Replace $H(\theta)$ by $U^{T}HU$ with $U=\exp(\theta A+\tfrac12\theta^2B)$, where $A$ and $B$ are real antisymmetric matrices. Using $e^{-X}He^{X}=H+[H,X]+\tfrac12[[H,X],X]+\dots$ and collecting powers of $\theta$,

$$\tilde H'=H'+[H_0,A],\qquad \tilde H''=H''+2[H',A]+[H_0,B]+[[H_0,A],A].$$

Write $A_{n0}=\langle n|A|0\rangle=-A_{0n}$. The coupling becomes

$$\tilde c_n=c_n+\langle n|H_0A-AH_0|0\rangle=c_n+\Delta_nA_{n0}.$$

In the rigid term, $[H_0,B]$ has no expectation value in an eigenstate of $H_0$. The term $2[H',A]$ gives $2\sum_n(c_nA_{n0}-A_{0n}c_n)=4\sum_nc_nA_{n0}$. The double commutator is $H_0A^2-2AH_0A+A^2H_0$. Since $\langle0|A^2|0\rangle=-\sum_nA_{n0}^2$ and $\langle0|AH_0A|0\rangle=-\sum_nE_nA_{n0}^2$, it gives $2\sum_n\Delta_nA_{n0}^2$. Hence

$$\tilde K_{\rm rigid}-K_{\rm rigid}=\sum_n\big(4c_nA_{n0}+2\Delta_nA_{n0}^2\big)=\tilde R-R,$$

where the last equality follows from squaring $\tilde c_n$ in $\tilde R=2\sum_n\tilde c_n^2/\Delta_n$. The total $K$ is unchanged. An explanation that rests on the size of one part must name its frame, or be shown to survive a change of frame.

Symmetry restricts the sum. Reflection $\sigma_h$ in the molecular plane turns $\theta$ into $-\theta$, so $\sigma_hH(\theta)\sigma_h=H(-\theta)$ and $\sigma_hH'\sigma_h=-H'$. As $|0\rangle$ has definite parity under $\sigma_h$, $\langle0|H'|0\rangle$ equals its own negative and is zero. The umbrella motion preserves the threefold axis and the vertical mirror planes, so $H'$ has symmetry $A_2''$. From a ground state of symmetry $A_1'$ it reaches only $A_2''$ states. It contains no spin operator, so these have the spin of the ground state.

In a minimal valence basis, with one $s$ and three $p$ functions on X and one $s$ function on each hydrogen, the $p_z$ orbital perpendicular to the plane is the only one odd under $\sigma_h$. A determinant is therefore odd when it holds one $p_z$ electron and even when it holds none or two. The ground state is even, so every state that contributes to $R$ has exactly one electron in $p_z$.

This is where the electron count enters. In NH$_3$ and PH$_3$ the dominant configuration has two $p_z$ electrons, the lone pair, and a single excitation must take one of them out. Since $p_z$ has symmetry $a_2''$, an overall $A_2''$ excitation needs a partner orbital of symmetry $a_1'$. The bonding $a_1'$ orbital is full, which leaves the antibonding one, $\sigma^*$. In BH$_3$ the $p_z$ orbital is empty, and an electron must be lifted into it from the bonding $a_1'$ orbital. The bonding $e'$ pair cannot supply it, because $e'\to a_2''$ gives symmetry $E''$.

The same result can be read as a Walsh diagram, which follows orbital energies along the bend. Take a fixed effective one-electron Hamiltonian in which bending couples $p_z$ to an $a_1'$ orbital with matrix element $b\theta$. If their energies differ by $\delta$, second-order perturbation theory lowers the lower orbital by $b^2\theta^2/\delta$ and raises the upper one by the same amount. If both are full, the shifts cancel. If only the lower is full, its two electrons gain $2b^2\theta^2/\delta$. So the mixing of a lone pair with the filled bonding orbital gives no net gain, while its mixing with $\sigma^*$ does. This agrees with the state sum: the singlet formed by exciting either of the two electrons has coupling $c=\sqrt2\,b$, and $\tfrac12R\theta^2=c^2\theta^2/\Delta=2b^2\theta^2/\Delta$, with $\Delta=\delta$ in the one-electron model. The mixed orbital is an $s$–$p$ hybrid pointing away from the hydrogens, so hybridisation is here the consequence of relaxation.

For numbers, take the STO-3G basis, keep the core electrons in the orbitals of the free closed-shell ion core, and diagonalise the full configuration-interaction (CI) matrix of the valence electrons. BH$_3$ has three electrons of each spin in seven orbitals, NH$_3$ and PH$_3$ have four. Either way there are $35^2=1225$ states, and all excited ones enter the sum. The planar bond lengths, optimised in this model, are 2.237, 1.939 and 2.595 bohr for BH$_3$, NH$_3$ and PH$_3$. At the optimum $\partial E/\partial r=0$, so a bending path on which $r$ changes in proportion to $\theta^2$ would give the same $K$. The lengths used are within about 0.0002 bohr of the optimum, which moves $K$ by up to 0.0004 hartree/rad$^2$; a fourth decimal below serves only to make the subtraction visible.

In the first frame all valence orbitals are orthogonalised symmetrically. In hartree/rad$^2$, $K_{\rm rigid}-R$ is then

$$\begin{aligned}
\text{BH}_3:&\quad 1.008-0.316=+0.692,\\
\text{NH}_3:&\quad 1.672-2.207=-0.535,\\
\text{PH}_3:&\quad 1.8475-3.6319=-1.7844.
\end{aligned}$$

BH$_3$ is stable in the plane, and the other two are not. The numerical check obtains the same three curvatures from separate ground-state energies at bent geometries. For BH$_3$ the energy at fixed $r$ also keeps rising at larger angles, by 0.014, 0.057 and 0.133 hartree at 0.2, 0.4 and 0.6 rad.

The ground states contain 0.007, 1.995 and 1.989 $p_z$ electrons, as the orbital picture requires. In NH$_3$ the lowest coupled state, 0.430 hartree above the ground state, supplies 97% of $R$ in this frame. In PH$_3$ the corresponding state lies at 0.245 hartree and supplies 95%. The lone-pair-to-$\sigma^*$ picture with one excited state is therefore a good summary of the sum for these two molecules. In BH$_3$ the lowest coupled state, at 0.556 hartree, supplies 68% in this frame. The minimal basis has only one singlet single excitation of the required symmetry from the dominant configuration, so the remainder involves configurations beyond the simple orbital picture.

It is tempting to conclude that BH$_3$ is planar because its relaxation is small. The second frame shows that this is not a frame-independent statement. Here the orbitals of X are kept free of hydrogen character, and the hydrogen orbitals are made orthogonal to them. The two frames differ in how the overlap between $p_z$ and the hydrogens, which grows linearly with $\theta$, is removed: symmetric orthogonalisation changes both partners, the second procedure only the hydrogens. Now

$$\begin{aligned}
\text{BH}_3:&\quad 1.655-0.963=+0.692,\\
\text{NH}_3:&\quad 0.481-1.016=-0.535,\\
\text{PH}_3:&\quad 0.441-2.225=-1.784.
\end{aligned}$$

The relaxation terms of BH$_3$ and NH$_3$ are nearly equal in this frame, and the difference in shape appears in the rigid term. What does not depend on the frame is the total $K$ and the gaps $\Delta_n$.

The effect of the electron count on the total $K$ can be isolated by changing the count while keeping the nuclei in place. CH$_3^+$ has the valence electron count of BH$_3$, and CH$_3^-$ that of NH$_3$. At the same bond length of 2.05 bohr their curvatures are $+0.783$ and $-0.669$ hartree/rad$^2$. This length is not optimised for either ion, so these values refer to bending at constant $r$. Adding two electrons reverses the sign of $K$ with no change of nuclear charge or bond length. Within this model, the sign of $K$ therefore follows the valence electron count, as it does for planar BH$_3$ and pyramidal NH$_3$. Whether the difference shows up as a larger relaxation through $p_z$–$\sigma^*$ mixing or as a smaller rigid term depends on the frame.

NH$_3$ and PH$_3$ have the same valence electron count, so their difference needs another comparison. Define the total coupling strength $S=\sum_nc_n^2$ and a mean gap $\bar\Delta=2S/R$, so that

$$K=K_{\rm rigid}-\frac{2S}{\bar\Delta}.$$

In the symmetric frame $S$ is 0.511 for NH$_3$ and 0.514 hartree$^2$/rad$^2$ for PH$_3$, almost the same. The mean gaps are 0.463 and 0.283 hartree. Giving NH$_3$ the mean gap of PH$_3$, and changing nothing else, yields

$$K=1.672-\frac{2\times0.5106}{0.2832}=-1.934\ \text{hartree/rad}^2,$$

compared with $-0.535$ for NH$_3$ itself and $-1.784$ for PH$_3$. Exchanging only the rigid term gives $-0.360$, and exchanging only $S$ gives $-0.551$. In the second frame the three exchanges give $-1.250$ for the gap, $-0.575$ for the rigid term and $-0.825$ for $S$. The coupling strength now has a visible share, but the gap remains the largest single factor. That conclusion holds in both frames used here, though not in every frame: the choice $A_{n0}=-c_n/\Delta_n$ makes all $\tilde c_n$ vanish and puts the whole of $K$ into the rigid term. The excitation energy of the lowest singlet of symmetry $A_2''$, which is independent of the frame, falls in the same sense.

The calculation shows that the gap is smaller in PH$_3$, not why. A plausible cause is that the longer P–H bond has a smaller splitting between bonding and antibonding levels, which brings $\sigma^*$ closer to the lone pair. This is a conjecture that the calculation does not test.

A more negative curvature at the planar point does not by itself prove a higher barrier, since the barrier depends on how the energy turns upward again. The simplest model that includes this has two states with gap $\Delta$ and linear coupling $F\theta$, both carrying the rigid energy $\tfrac12K_{\rm rigid}\theta^2$ with $K_{\rm rigid}>0$. The matrix with diagonal elements $0,\Delta$ and off-diagonal element $F\theta$ has eigenvalues $\Delta/2\pm w$, so the lower surface is

$$E(\theta)=\tfrac12K_{\rm rigid}\theta^2+\frac{\Delta}{2}-w,\qquad w=\sqrt{\frac{\Delta^2}{4}+F^2\theta^2}.$$

For small $\theta$, $w\approx\Delta/2+F^2\theta^2/\Delta$. This gives $K=K_{\rm rigid}-R$ with $R=2F^2/\Delta$, as it should. The expansion requires $F|\theta|\ll\Delta/2$, so a small gap shortens the range over which the curvature describes the surface.

Since $dw/d\theta=F^2\theta/w$, the slope is $\theta(K_{\rm rigid}-F^2/w)$. Away from the plane it vanishes when $w=w_m=F^2/K_{\rm rigid}=R\Delta/(2K_{\rm rigid})$. Because $w$ exceeds $\Delta/2$ for $\theta\neq0$, this solution exists only for $R>K_{\rm rigid}$. At the minimum $\theta^2=(w_m^2-\Delta^2/4)/F^2$. Inserting this, and using $K_{\rm rigid}/F^2=1/w_m$,

$$E_{\min}=\frac{1}{2w_m}\Big(w_m^2-\frac{\Delta^2}{4}\Big)+\frac{\Delta}{2}-w_m=-\frac{(w_m-\Delta/2)^2}{2w_m}.$$

The planar energy is zero, so the barrier is $-E_{\min}$. Substituting $w_m$ gives

$$E_{\rm barrier}=\frac{\Delta\,(R-K_{\rm rigid})^2}{4K_{\rm rigid}R}.$$

The effect of the gap depends on what is held constant. At fixed $F$ and $K_{\rm rigid}$, $w_m$ is fixed, and a smaller $\Delta$ raises the barrier. At fixed $R$ and $K_{\rm rigid}$, the barrier is proportional to $\Delta$, and a smaller gap lowers it. In the symmetric frame $S$ and $K_{\rm rigid}$ are similar in NH$_3$ and PH$_3$, so the first case applies.

With $F^2=S$ and $\Delta=\bar\Delta$, the model gives for NH$_3$

$$E_{\rm barrier}=\frac{0.4627\times(0.5351)^2}{4\times1.672\times2.207}=0.0090\ \text{hartree},$$

and for PH$_3$ 0.034 hartree. To isolate the gap, keep the NH$_3$ value $w_m=0.5106/1.672=0.305$ hartree and insert the PH$_3$ mean gap. The barrier becomes $(0.305-0.142)^2/(2\times0.305)=0.044$ hartree. With the parameters of the symmetric frame, the smaller gap alone thus raises the model barrier of NH$_3$ above that of PH$_3$. This does not survive the change of frame. In the second frame the same exchange gives $R=0.481+1.250=1.731$ and a barrier of $1.250^2/(4\times0.481\times1.731)=0.47$ times the PH$_3$ mean gap, while PH$_3$ itself has $1.784^2/(4\times0.441\times2.225)=0.81$ times that gap.

The barriers from the full CI energies, with both planar and pyramidal geometries optimised, are 0.0305 hartree (80 kJ/mol) for NH$_3$ and 0.107 hartree (280 kJ/mol) for PH$_3$. The two-state values of the symmetric frame are too small by factors of about 3.4 and 3.2, although the ratio of the two barriers is similar. In the second frame the error has the other sign: for NH$_3$ the formula gives $0.535^2/(4\times0.481\times1.016)=0.146$ times the mean gap, and since the mean gap, a weighted harmonic mean of the gaps, cannot lie below the lowest coupled gap of 0.43 hartree, the model barrier is at least 0.06 hartree. The model is therefore a guide to the trend, not a way of calculating barriers. Its parameters also depend on the frame. The minima lie at 0.49 and 0.59 rad, with H–X–H angles of 100° and 92°. At such angles nothing guarantees that the coupling is still linear or the rigid energy still quadratic, and the model also ignores the lengthening of the bonds from planar to pyramidal. Which of these accounts for most of the error was not determined.

The minimal basis itself limits the absolute values. It has no diffuse functions, so its excited states are not a prediction of the spectrum, and no $d$ functions to polarise the atom X. A restricted Hartree–Fock (RHF) calculation in the larger 6-31G* basis, which omits electron correlation, gives barriers of 0.0104 hartree (27 kJ/mol) for NH$_3$ and 0.060 hartree (158 kJ/mol) for PH$_3$. The heights differ greatly between the two levels, and neither should be taken for experiment. The order is the same at both: the barrier of PH$_3$ is several times that of NH$_3$. The 6-31G* values are not converged either: at nearly the same geometries the cc-pVTZ basis gives RHF barriers of 0.0085 and 0.057 hartree, and 0.0093 and 0.053 hartree with second-order Møller–Plesset (MP2) correlation. The curvatures shift as much as the barriers: in 6-31G* they are about $-0.31$ and $-1.09$ hartree/rad$^2$ at the RHF level and $-0.27$ and $-0.92$ with MP2, against $-0.535$ and $-1.784$ above. The treatment of the core matters much less: correlating all electrons of NH$_3$ changes its STO-3G barrier from 0.0305 to 0.0301 hartree, and taking the core of PH$_3$ from the molecular RHF orbitals changes $K$ to $-1.780$ and the barrier to 0.106 hartree.

For the decision at the outset, a vanishing out-of-plane force is no evidence that XH$_3$ is planar. A filled $p_z$ orbital with an antibonding $a_1'$ level not far above it is a strong reason to compute $K$, or to start the optimisation from a slightly bent geometry. It is not the only such case: with one $p_z$ electron, unrestricted Hartree–Fock in 6-31G* gives $K\approx+0.04$ hartree/rad$^2$ for the CH$_3$ radical but $-0.66$ for SiH$_3$. Where $K$ is small its sign can depend on the basis: for H$_3$O$^+$ at $r=1.815$ bohr RHF gives about $+0.16$ in 6-31G and $-0.15$ in 6-31G*. If $K$ is negative, the planar structure is not a minimum. The height of the barrier must then come from the energies of the two optimised structures, because the curvature alone does not supply it.

## Computed values

```
Valence full CI, STO-3G; K in hartree/rad^2
BH3 planar r = 2.2373 bohr; states = 1225
BH3 K from bent energies = 0.69218
BH3 K from state sum = 0.69218
BH3 symmetric frame: rigid 1.00783, relaxation 0.31565
BH3 central-first frame: rigid 1.65470, relaxation 0.96252
BH3 pz electrons in ground state = 0.0073
BH3 lowest coupled state: gap 0.5564 hartree, share of relaxation 0.680
BH3 strongest term: gap 0.5564 hartree, share 0.680
BH3 symmetric frame: S 0.13136 hartree^2/rad^2, mean gap 0.8323 hartree
NH3 planar r = 1.9393 bohr; states = 1225
NH3 K from bent energies = -0.53509
NH3 K from state sum = -0.53509
NH3 symmetric frame: rigid 1.67213, relaxation 2.20722
NH3 central-first frame: rigid 0.48074, relaxation 1.01582
NH3 pz electrons in ground state = 1.9946
NH3 lowest coupled state: gap 0.4295 hartree, share of relaxation 0.969
NH3 strongest term: gap 0.4295 hartree, share 0.969
NH3 symmetric frame: S 0.51061 hartree^2/rad^2, mean gap 0.4627 hartree
PH3 planar r = 2.5952 bohr; states = 1225
PH3 K from bent energies = -1.78442
PH3 K from state sum = -1.78442
PH3 symmetric frame: rigid 1.84747, relaxation 3.63190
PH3 central-first frame: rigid 0.44056, relaxation 2.22498
PH3 pz electrons in ground state = 1.9891
PH3 lowest coupled state: gap 0.2445 hartree, share of relaxation 0.952
PH3 strongest term: gap 0.2445 hartree, share 0.952
PH3 symmetric frame: S 0.51428 hartree^2/rad^2, mean gap 0.2832 hartree
K of NH3 after taking one factor from PH3, hartree/rad^2
symmetric: rigid -0.35974, S -0.55097, mean gap -1.93383
central-first: rigid -0.57527, S -0.82486, mean gap -1.25042
CH3+ and CH3- at r = 2.05 bohr: K = 0.78309 and -0.66936
BH3 energy rise at 0.2, 0.4, 0.6 rad = 0.01392, 0.05679, 0.13287 hartree
NH3 pyramid: r 2.0264 bohr, theta 0.4857 rad, H-X-H angle 100.0 deg
NH3 barrier, full CI = 0.03048 hartree = 80.0 kJ/mol
NH3 barrier, two-state model (symmetric frame) = 0.00897 hartree
PH3 pyramid: r 2.6791 bohr, theta 0.5896 rad, H-X-H angle 92.1 deg
PH3 barrier, full CI = 0.10665 hartree = 280.0 kJ/mol
PH3 barrier, two-state model (symmetric frame) = 0.03360 hartree
NH3 barrier, RHF/6-31G* = 0.01039 hartree = 27.3 kJ/mol
PH3 barrier, RHF/6-31G* = 0.06032 hartree = 158.4 kJ/mol
```
